# Sidewall Angle from the X-ray Form Factor of a Trapezoidal Line

**Q:** A scattering pattern contains no picture of a sidewall. Before you claim an angle from it, what is being calculated?

**A:** The amplitude scattered by one long, straight line of material on a flat substrate. Let $x$ run across the line and $z$ upward from the substrate. The cross-section has height $h$, bottom width $w_b$ and top width $w_t$, and is symmetric about $x=0$. Its half-width at height $z$ is

$$a(z)=\frac{w_b}{2}-sz,\qquad s=\frac{w_b-w_t}{2h}=\cot\beta ,$$

where $\beta$ is the sidewall angle measured from the substrate. The last equality holds because each wall moves inward by $(w_b-w_t)/2$ while rising by $h$.

I assume single scattering (the Born approximation), uniform density contrast, smooth walls, and no absorption or reflection from the substrate. The momentum transfer is $\mathbf q=\mathbf k_{\rm out}-\mathbf k_{\rm in}$, with no component along the line. The density contrast and the line length then only multiply the amplitude by a constant, which I drop:

$$F(q_x,q_z)=\int_0^h dz\,e^{-iq_zz}\int_{-a(z)}^{a(z)}dx\,e^{-iq_xx}.$$

**Q:** The limits of the inner integral depend on $z$. Does that spoil a closed result?

**A:** No, because $a(z)$ is linear. The inner integral is

$$\int_{-a}^{a}e^{-iq_xx}dx=\frac{e^{iq_xa}-e^{-iq_xa}}{iq_x}.$$

The first exponential comes from the left wall, $x=-a$, and the second from the right wall, $x=+a$. Inserting $a(z)$ gives

$$F=\frac1{iq_x}\left[e^{iq_xw_b/2}\int_0^h e^{-i(q_z+sq_x)z}dz-e^{-iq_xw_b/2}\int_0^h e^{-i(q_z-sq_x)z}dz\right].$$

Define $u_\pm=(q_z\pm sq_x)h/2$ and $S(u)=\sin u/u$, with $S(0)=1$. Each integral has the form

$$\int_0^h e^{-2iuz/h}dz=h\,\frac{1-e^{-2iu}}{2iu}=h\,e^{-iu}\,\frac{e^{iu}-e^{-iu}}{2iu}=h\,e^{-iu}S(u).$$

Now collect the phases. Since $sh=(w_b-w_t)/2$, the first term has the phase

$$\frac{q_xw_b}{2}-u_+=-\frac{q_zh}{2}+\frac{q_x(w_b-sh)}{2}=-\frac{q_zh}{2}+\frac{q_xw_m}{2},$$

where $w_m=(w_b+w_t)/2$ is the mean width. The second term has the phase

$$-\frac{q_xw_b}{2}-u_-=-\frac{q_zh}{2}-\frac{q_xw_m}{2}.$$

Therefore

$$F=\frac{h\,e^{-iq_zh/2}}{iq_x}\left[e^{iq_xw_m/2}S(u_+)-e^{-iq_xw_m/2}S(u_-)\right].$$

**Q:** There is a $q_x$ in the denominator. A finite object cannot scatter infinitely at $q_x=0$.

**A:** The bracket vanishes there too. Put $U=q_zh/2$ and $\Delta=w_b-w_t$, so that $sh=\Delta/2$. To first order in $q_x$,

$$e^{\pm iq_xw_m/2}\approx1\pm\frac{iq_xw_m}{2},\qquad S(u_\pm)\approx S(U)\pm\frac{sq_xh}{2}S'(U).$$

The bracket becomes $iq_xw_mS(U)+q_x(\Delta/2)S'(U)$. Dividing by $iq_x$ gives the finite limit

$$F(0,q_z)=h\,e^{-iU}\left[w_mS(U)-\frac{i\Delta}{2}S'(U)\right].$$

At the origin $S=1$ and $S'=0$, so $F=hw_m$, the area of the trapezoid. For vertical walls, $s=0$, both $u_\pm$ equal $U$, and the general formula reduces to the rectangle result $hw_m\,e^{-iU}S(U)S(q_xw_m/2)$.

**Q:** Where is the sidewall angle in this expression?

**A:** In the arguments of the two $S$ functions. $S(u_-)$ has its greatest value at $u_-=0$, which is the line $q_z=sq_x$. The right wall runs along the direction $(-s,1)$, and

$$(q_x,sq_x)\cdot(-s,1)=0.$$

The momentum transfer is normal to that wall. The phase $\mathbf q\cdot\mathbf r$ is then constant along the wall, and its whole length contributes in phase. The left wall does the same at $u_+=0$, or $q_z=-sq_x$. The two lines are tilted from the $q_x$ axis by $\pm\delta$, with

$$\tan\delta=s=\cot\beta,\qquad \delta=90^\circ-\beta.$$

**Q:** A large term in an amplitude is not yet an intensity streak. The two terms could cancel.

**A:** Take the squared modulus. The relative phase of the two terms is $q_xw_m$, so with $C=\cos(q_xw_m)$ and $S_\pm=S(u_\pm)$,

$$|F|^2=\frac{h^2}{q_x^2}\left[S_+^2+S_-^2-2C\,S_+S_-\right].$$

On the line $q_z=sq_x$ we have $u_-=0$ and $u_+=sq_xh=q_x\Delta/2$. Call this last quantity $v$. Then

$$|F|^2=\frac{h^2}{q_x^2}\left[1+S(v)^2-2C\,S(v)\right].$$

At large $v$ the bracket tends to 1, so the intensity along the streak falls as $q_x^{-2}$.

Compare another direction, $q_z=tq_x$ with $t\ne\pm s$. Because $|S(u)|\le1/|u|$,

$$|F|^2\le\frac{h^2}{q_x^2}\left(|S_+|+|S_-|\right)^2\le\frac4{q_x^4}\left(\frac1{|t+s|}+\frac1{|t-s|}\right)^2.$$

This falls at least as fast as $q_x^{-4}$. The streaks therefore stand out increasingly as $q_x$ grows.

**Q:** Why go to nonzero $q_z$ at all? The taper must also affect the pattern at $q_z=0$.

**A:** It does. At $q_z=0$, $u_\pm=\pm q_x\Delta/4$, and $S$ is even, so the bracket is $2i\sin(q_xw_m/2)\,S(q_x\Delta/4)$ and

$$F(q_x,0)=hw_m\,S\!\left(\frac{q_xw_m}{2}\right)S\!\left(\frac{q_x\Delta}{4}\right).$$

This cut carries the mean width and $|\Delta|$. After division by $F(0,0)=hw_m$, however, the height has disappeared, and the angle requires $\tan\beta=2h/\Delta$.

Take a model line with $w_b=40$ nm, $w_t=24$ nm and $h=80$ nm. Then $\Delta=16$ nm, $\tan\beta=160/16=10$ and $\beta=84.29^\circ$. A line with the same widths and $h=40$ nm has $\tan\beta=5$ and $\beta=78.69^\circ$, yet its normalized $q_z=0$ cut is identical. An absolute intensity could supply $h$ if both the density contrast and the line length were known. The streak needs no such calibration, since its slope $q_z/q_x$ is $s$ itself.

**Q:** Can it tell a line that narrows upward from one that widens upward?

**A:** Not within this model. Turning the trapezoid upside down changes $s$ to $-s$ at fixed $w_m$. That exchanges $S_+$ and $S_-$, and $|F|^2$ is unchanged. The streaks give $|s|$; the choice between $\beta$ and $180^\circ-\beta$ must come from other knowledge.

**Q:** A real target is a grating, not one line. Does the pattern of the single line survive?

**A:** It is sampled. For $N$ identical lines at pitch $p$, the amplitude is

$$F_N=F(q_x,q_z)\sum_{m=0}^{N-1}e^{-iq_xpm}.$$

At $q_x=2\pi n/p$, with integer $n$, every term of the sum is 1 and the amplitude is $NF$. The intensity is concentrated on these vertical rods, and one follows $|F|^2$ along each rod as a function of $q_z$. With $p=70$ nm, order $n=12$ lies at $q_x=2\pi\times12/70=1.077\ \mathrm{nm^{-1}}$. Its streak centres are at $q_z=\pm0.1\times1.077=\pm0.1077\ \mathrm{nm^{-1}}$.

**Q:** Then I should see two peaks on every rod.

**A:** Not necessarily on the low orders. Each $S^2$ has its first zeros at $u=\pm\pi$, a distance $2\pi/h$ from its centre in $q_z$, whereas the centres are only $2sq_x$ apart. To see what happens between them, put $\varepsilon=q_zh/2$ and $b=v/2$. Since $S$ is even, the bracket in $|F|^2$ is

$$J=S(b+\varepsilon)^2+S(b-\varepsilon)^2-2C\,S(b+\varepsilon)S(b-\varepsilon).$$

Expand with $S(b\pm\varepsilon)\approx S\pm\varepsilon S'+\varepsilon^2S''/2$, everything on the right taken at $b$. The squares add to $2S^2+2\varepsilon^2(S'^2+SS'')$, and the product is $S^2+\varepsilon^2(SS''-S'^2)$. Hence

$$J\approx2(1-C)S^2+2\varepsilon^2\left[(1+C)S'^2+(1-C)SS''\right].$$

The centre of the rod is a minimum when the last bracket is positive. For $C=0$ this first happens at $v=2.61$.

In the example $v=8\ \mathrm{nm}\times q_x$. Order 1 has $v=0.72$, and its strongest maximum is at $q_z=0$. Reading a wall angle from it would give $90^\circ$, which is wrong.

**Q:** So a dip in the middle proves that the walls are resolved?

**A:** No. If $C=1$, the central intensity is zero and the curvature bracket is $2S'^2$, which is positive even at small $v$. The central zero is then due to interference across the line width. At small $v$ the bracket is $J\approx4b^2S'(\varepsilon)^2$, so the peaks beside the zero lie where $|S'(\varepsilon)|$ is greatest. For a given height, the taper changes their strength but not their position, and that position does not give the wall slope. Order 4, with $v=2.87$, shows how misleading a separate peak can be: the maximum is at $0.0470\ \mathrm{nm^{-1}}$, while the streak centre is at $0.0359\ \mathrm{nm^{-1}}$. The peak is 31% too far out, relative to the centre.

**Q:** That undermines the method. If peaks are not at the streak centres, what do you measure?

**A:** The displacement can be calculated, and it shrinks at high order. Near the upper streak let $\varepsilon=u_-$, so $u_+=v+\varepsilon$ and

$$J=S(\varepsilon)^2+S(v+\varepsilon)^2-2C\,S(\varepsilon)S(v+\varepsilon).$$

For large $v$, the function $S$ and its derivatives at $v$ are at most of order $1/v$, and the displacement $\varepsilon$ is small in the same way. Near zero, $S(\varepsilon)^2\approx1-\varepsilon^2/3$, with derivative $-2\varepsilon/3$. The second term of $J$ contributes $2S(v)S'(v)$ and the third $-2C\,S'(v)$. Setting the sum to zero,

$$\varepsilon\approx3S'(v)\left[S(v)-C\right],\qquad \delta q_z=\frac{2\varepsilon}{h}\approx\frac6h\,S'(v)\left[S(v)-C\right].$$

The neglected terms in $\varepsilon$ are of order $1/v^2$. The product $S'(v)S(v)$ is of that order too, so keeping it does not raise the formal accuracy.

To leading order $S'(v)\approx\cos v/v$. Since $sq_x=v/h$, the relative displacement is

$$\frac{\delta q_z}{sq_x}=\frac{2\varepsilon}{v}\approx-\frac{6C\cos v}{v^2}.$$

The magnitude of this leading term is at most $6/v^2$, and its sign is opposite to that of $C\cos v$. Where $C\cos v$ is close to zero, the neglected terms can decide the sign of the actual displacement.

**Q:** Put numbers into that for order 12.

**A:** Here $v=8.617$ and $C=-0.996$. These give $S(v)=0.0839$ and $S'(v)=-0.0899$, so

$$\delta q_z\approx\frac6{80}\times(-0.0899)\times(0.0839+0.996)=-0.0073\ \mathrm{nm^{-1}}.$$

Direct maximization gives $-0.0055\ \mathrm{nm^{-1}}$. The estimate has the right sign but is 32% too large in magnitude, relative to the direct value. The shorter form $-6C\cos v/v^2=-0.0556$, multiplied by $sq_x=0.1077\ \mathrm{nm^{-1}}$, gives $-0.0060\ \mathrm{nm^{-1}}$, only 8% too large. The two estimates differ by terms of the neglected order $1/v^2$, so neither is the better one at every order: at order 17 the longer form is within about 1% and the shorter is 21% too small. The peak lies at $0.1022\ \mathrm{nm^{-1}}$, and the angle read from it is

$$90^\circ-\arctan\frac{0.1022}{1.077}=84.58^\circ,$$

about $0.29^\circ$ above the true $84.29^\circ$. At order 20 the same reading gives $84.26^\circ$.

The streak is also clearly visible at order 12. Its bracket $J$ is $1+0.0839^2+2\times0.996\times0.0839=1.174$, against 0.182 at $q_z=0$, a ratio of about 6.5.

**Q:** Must I trust a single high order?

**A:** No. Fit the peaks of several orders by a line through the origin, $q_z=Mq_x$. Minimizing $\sum(q_z-Mq_x)^2$ with respect to $M$ gives

$$M=\frac{\sum q_xq_z}{\sum q_x^2}.$$

For orders 12 to 24 the result is $M=0.0998$, or $\beta=84.3^\circ$. The displacements at orders 12, 16 and 20 do not all have the same sign, so they partly compensate in such a fit. The close agreement belongs to this noise-free line and this set of orders. Where the displacement matters, the full $|F|^2$ should be fitted instead of the peak positions.

The model also has perfectly sharp edges. If the density is blurred by a Gaussian of standard deviation $\sigma$, the intensity is multiplied by $e^{-|\mathbf q|^2\sigma^2}$. For $\sigma=1$ nm this factor is about 0.3 at order 12 and 0.01 at order 24, so on a real line the highest orders may be too weak to use.

**Q:** How do you reach nonzero $q_z$ in transmission? At small angles the momentum transfer is nearly perpendicular to the beam.

**A:** Rotate the sample about the line direction. In sample coordinates let the beam travel along $(-\sin\varphi,\cos\varphi)$. Elastic scattering requires $|\mathbf k_{\rm in}+\mathbf q|=|\mathbf k_{\rm in}|=k$, hence

$$2\,\mathbf k_{\rm in}\cdot\mathbf q+|\mathbf q|^2=0.$$

At the upper streak centre, $\mathbf q=|\mathbf q|(\cos\delta,\sin\delta)$ for $q_x>0$, and

$$\mathbf k_{\rm in}\cdot\mathbf q=k|\mathbf q|(\cos\varphi\sin\delta-\sin\varphi\cos\delta)=-k|\mathbf q|\sin(\varphi-\delta).$$

It follows that $\sin(\varphi-\delta)=|\mathbf q|/(2k)$. Define $\theta$ by $\sin\theta=|\mathbf q|/(2k)$; the solution with the beam travelling upward through the sample ($\cos\varphi>0$) is $\varphi_+=\delta+\theta$. For the lower streak replace $\delta$ by $-\delta$, which gives $\varphi_-=-\delta+\theta$.

If $\theta$ is negligible, the upper streak centre is met when the beam runs parallel to the right sidewall.

**Q:** Is $\theta$ negligible for hard X-rays?

**A:** Not beside a tilt of a few degrees. A photon energy of 17 keV gives $k=86.15\ \mathrm{nm^{-1}}$. At order 12, $|\mathbf q|=1.082\ \mathrm{nm^{-1}}$ and

$$\theta=\arcsin\frac{1.082}{2\times86.15}=0.36^\circ.$$

The two streak centres are met at $\varphi_+=6.07^\circ$ and $\varphi_-=-5.35^\circ$. Taking $\varphi_+$ alone as the tilt would make an error of about 6% of $\delta$. Half the difference removes $\theta$:

$$\frac{\varphi_+-\varphi_-}{2}=\frac{6.07^\circ+5.35^\circ}{2}=5.71^\circ=\delta.$$

**Q:** Does this subtraction also remove the displacement of the peaks?

**A:** No. Changing $q_z$ to $-q_z$ exchanges $S_+$ and $S_-$, so $|F|^2$ is even in $q_z$. Both maxima are displaced inward or outward together, and half the difference returns the tilt of the peaks. At order 12 that is $90^\circ-84.58^\circ=5.42^\circ$, not $5.71^\circ$. The geometric correction and the interference correction are separate, and here they are of similar size. The numerical output lists both, together with the peak positions for several other orders.

## Computed results

```
bottom width 40 nm, top width 24 nm, height 80 nm
mean width 32 nm, width difference 16 nm
pitch 70 nm, photon energy 17 keV
wavelength 0.07293 nm, wavenumber k 86.151 1/nm
wall slope s 0.1000 (no unit)
sidewall angle 84.289 deg, streak tilt 5.711 deg
largest form-factor error / area 6.3e-15 (no unit)
splitting threshold in v for C=0: 2.606 (no unit)
Strongest maximum on each rod: qx, s*qx, peak qz in 1/nm; angle in deg
n= 1 v= 0.718 qx=0.0898 s*qx=0.00898 peak=0.00000 angle=90.000
n= 4 v= 2.872 qx=0.3590 s*qx=0.03590 peak=0.04698 angle=82.545
n= 8 v= 5.745 qx=0.7181 s*qx=0.07181 peak=0.07837 angle=83.771
n=12 v= 8.617 qx=1.0771 s*qx=0.10771 peak=0.10218 angle=84.581
n=16 v=11.489 qx=1.4362 s*qx=0.14362 peak=0.14488 angle=84.239
n=20 v=14.362 qx=1.7952 s*qx=0.17952 peak=0.18051 angle=84.258
Peak displacement from s*qx in 1/nm: found, leading estimate
n=12 C=-0.9960 found=-0.005527 leading=-0.007284
n=16 C=-0.3930 found=+0.001264 leading=+0.001137
n=20 C=+0.6235 found=+0.000992 leading=+0.000843
orders 12 to 24: fitted slope 0.09984 (no unit)
orders 12 to 24: sidewall angle 84.299 deg
n=12 reduced intensity on streak 1.1741 (no unit)
n=12 reduced intensity at qz=0 0.1818 (no unit)
n=12 ratio streak/centre 6.457 (no unit)
n=12 |q| 1.08249 1/nm, theta 0.3600 deg
n=12 rotation for upper streak 6.0706 deg
n=12 rotation for lower streak -5.3506 deg
n=12 half difference 5.7106 deg
same normalized qz=0 cut: height 40 nm, sidewall angle 78.690 deg
```
